Implicit Midpoint for a Macrospin: Length, Energy and the Nonlinear Solve

A long simulation of a magnetic memory element needs an integrator and a time step; an implicit integrator solved by iteration also needs a stopping tolerance. If the computed energy drifts while the damping is switched off, a spin close to a switching barrier may cross it for a numerical rather than a physical reason. If the spin length drifts, one must decide whether to rescale the vector after each step, which can itself change the energy. The implicit midpoint rule removes both drifts under conditions that can be stated precisely, and the same proof shows how carefully its nonlinear equation must be solved.

**The equation of motion**

A macrospin is a magnet treated as one rigid moment. Its direction is the unit vector m and its moment is μ = M_s V, with saturation magnetization M_s and volume V. Its energy E(m) defines a field in tesla,

B(m) = −∇E(m)/μ.

With γ > 0 and damping α ≥ 0, the Gilbert equation is

dm/dt = −γ m×B + α m×dm/dt.

The right side is m×(−γB + α dm/dt). A cross product is perpendicular to both of its factors, which gives two facts. First, m·dm/dt = 0, so |m| is constant. Second, dm/dt·(−γB + α dm/dt) = 0, so γB·dm/dt = α|dm/dt|². If E has no explicit time dependence, then

dE/dt = ∇E·dm/dt = −μB·dm/dt = −(αμ/γ)|dm/dt|².

Energy is constant for α = 0 and cannot rise for α > 0. The question is which of these laws survive a finite time step.

**One step by hand**

Take α = 0 and an energy that depends on m_z alone,

E = ½k m_z² − μB₀m_z.

The field points along z with component B_z = B₀ − k m_z/μ. The midpoint rule with time step h replaces the derivative by a difference and evaluates the right side at the average of the old spin m and the new spin m′:

m′ − m = −γh m̄×B(m̄), m̄ = (m + m′)/2.

Since m̄×ẑ = (m̄_y, −m̄_x, 0), the z component does not change. Hence m̄_z = m_z, and B_z is a known number during the step. Define b = γhB_z/2 and start from m = (s, 0, c), with s² + c² = 1. Because m̄ − m = (m′ − m)/2, the other two components obey

m̄_x = s − b m̄_y,
m̄_y = b m̄_x.

Inserting the second line into the first gives m̄_x(1 + b²) = s, so

m̄_x = s/(1 + b²), m̄_y = bs/(1 + b²).

The new spin is m′ = 2m̄ − m:

m′_x = s(1 − b²)/(1 + b²), m′_y = 2bs/(1 + b²), m′_z = c.

Its transverse length follows from (1 − b²)² + 4b² = (1 + b²)²:

m′_x² + m′_y² = s².

Length is conserved, and so is E, because m_z is unchanged. An explicit Euler step from the same start would give (s, 2bs, c), whose squared length is too large by 4b²s².

The result is not the exact motion. The midpoint step turns the spin by 2 arctan b, whereas the true angle is γhB_z = 2b. For small b the lag is

2b − 2 arctan b = 2b³/3 + higher powers of b.

The lag per step is of order h³. A fixed duration contains a number of steps proportional to 1/h, so the accumulated lag is of order h². In the opposite limit of large positive b, the step angle approaches π however fast the true precession is. Length and energy are still perfect, but the motion is wrong. Conservation is therefore no test of whether h resolves the precession.

In this example symmetry kept m_z fixed. The general proof must do without that help.

**The general step**

Let the energy be quadratic,

E(m) = ½ m·Am − μB_a·m,

where A is a symmetric 3×3 matrix in joules and B_a is the applied field, both constant in time. A constant added to E would change nothing. Symmetry of A gives ∇E = Am − μB_a, so

B(m) = B_a − Am/μ.

This form covers shape anisotropy, second-order crystal anisotropy and a static applied field. With Δ = m′ − m, the midpoint rule for the Gilbert equation is

Δ = −γh m̄×B(m̄) + α m̄×Δ. (1)

The damping term contains Δ because the Gilbert equation has dm/dt on its right side; multiplication by h turns h dm/dt into Δ.

**Length.** The right side of (1) is m̄×(−γhB(m̄) + αΔ), so m̄·Δ = 0. Also

|m′|² − |m|² = (m′ + m)·(m′ − m) = 2m̄·Δ = 0.

Nothing was assumed about α or the form of B. Any further torque written as m̄ crossed with some vector leaves this argument intact.

The midpoint itself is shorter than the spin. From m = m̄ − Δ/2 and m̄·Δ = 0,

1 = |m|² = |m̄|² + |Δ|²/4, hence |m̄|² = 1 − |Δ|²/4.

It is tempting to normalize m̄ before computing the field. The next identity shows when that spoils energy conservation.

**Energy.** Write m′ = m̄ + Δ/2 and m = m̄ − Δ/2. Then

m′·Am′ = m̄·Am̄ + ½m̄·AΔ + ½Δ·Am̄ + ¼Δ·AΔ,
m·Am = m̄·Am̄ − ½m̄·AΔ − ½Δ·Am̄ + ¼Δ·AΔ.

On subtraction the first and last terms cancel. The rest is m̄·AΔ + Δ·Am̄, which equals 2(Am̄)·Δ because A is symmetric. Including the factor ½ and the applied-field term,

E(m′) − E(m) = (Am̄ − μB_a)·Δ = −μB(m̄)·Δ. (2)

There is no remainder, however large Δ is. For α = 0, equation (1) gives

E(m′) − E(m) = μγh B(m̄)·[m̄×B(m̄)] = 0.

The field in (2) comes from the energy difference and the field in (1) from the torque. The product vanishes because they are the same vector. It would also vanish if they were merely parallel. The field at the normalized midpoint is B(m̄/|m̄|) = B(m̄)/|m̄| + (1 − 1/|m̄|)B_a. If the torque used it, the undamped energy change would be μγh(1 − 1/|m̄|) B(m̄)·(m̄×B_a). This is zero when B_a = 0, but with both anisotropy and an applied field it is generally nonzero and energy conservation is lost, although length would still be conserved.

For α > 0, take the scalar product of (1) with the bracket −γhB(m̄) + αΔ. The right side vanishes, leaving γhB(m̄)·Δ = α|Δ|². Equation (2) then becomes

E(m′) − E(m) = −(αμ/(γh))|Δ|² ≤ 0. (3)

This is the continuous dissipation law with dm/dt replaced by Δ/h and multiplied by h. The balance is exact for the computed Δ. Since Δ itself carries a time-step error, the energy lost over a given time can still differ from the true loss.

**Solving the nonlinear equation**

The proof concerns a solution of (1), so such a solution must exist and be computable. Insert Δ = 2(m̄ − m) into the damping term. Since m̄×m̄ = 0, we have m̄×Δ = −2m̄×m. Dividing (1) by two gives

m̄ = m + m̄×ω(m̄), ω(y) = −(γh/2)B(y) − αm. (4)

Now freeze ω at a trial midpoint y and solve the linear problem x = m + x×ω. Its scalar product with ω gives x·ω = m·ω. Its cross product with ω from the right, using (x×ω)×ω = ω(x·ω) − |ω|²x, gives

x×ω = m×ω + (m·ω)ω − |ω|²x.

The left side is also x − m. Collecting the terms in x,

x = [m + m×ω + (m·ω)ω]/(1 + |ω|²). (5)

The algorithm for one step is:

1. Set y = m.
2. Compute ω(y), then x from (5).
3. If |x − y| exceeds the tolerance, set y = x and return to 2.
4. Set m′ = 2x − m.

The scalar product of x = m + x×ω with x gives |x|² = x·m, which has two uses. First,

|2x − m|² = 4|x|² − 4x·m + |m|² = |m|²,

so every iterate, even an unfinished one, has the right length. Second, |x|² ≤ |x||m| gives |x| ≤ 1. The map from y to x is continuous and takes the closed unit ball into itself. Brouwer's theorem then guarantees a fixed point, so (1) has a solution for every h.

For uniqueness, take two trial midpoints y₁ and y₂ in the ball, with results x₁ and x₂, and let D = x₁ − x₂. Subtracting the two linear problems, and adding and subtracting x₂×ω₁, gives

D = D×ω₁ + x₂×(ω₁ − ω₂).

The scalar product with D removes the first term. With |x₂| ≤ 1 this leaves |D| ≤ |ω₁ − ω₂|. The terms αm and B_a cancel in ω₁ − ω₂ = (γh/(2μ))A(y₁ − y₂), so

|x₁ − x₂| ≤ q|y₁ − y₂|, q = γh‖A‖/(2μ),

where ‖A‖ is the largest absolute eigenvalue of A. If q < 1, the iteration converges to the one solution. A uniform applied field does not enter q, though a strong one still demands a small h for accurate timing.

**What an unfinished solve costs**

Take α = 0 and let a computed m′ leave the residual

r = Δ + γh m̄×B(m̄).

The torque term is perpendicular to both m̄ and B(m̄), so m̄·Δ = m̄·r and B(m̄)·Δ = B(m̄)·r. Therefore

|m′|² − |m|² = 2m̄·r,
E(m′) − E(m) = −μB(m̄)·r.

For a frozen-field iterate, x is the midpoint and Δ = −γh x×B(y). Its residual is

r = γh x×[B(x) − B(y)] = (γh/μ) x×A(y − x),

which is perpendicular to x, as length conservation requires. Its size obeys |r| ≤ 2q|x − y|, so the energy error of one step is at most 2qμ|B(x)||x − y|. This turns an energy tolerance into a stopping criterion.

Plain Picard iteration instead inserts y into the whole torque, x = m − (γh/2)y×B(y). Before convergence its residual generally has a component along the midpoint, so length suffers too.

**A memory-layer example**

Take a model free layer with M_s = 8.0×10⁵ A/m and V = 1.0×10⁻²³ m³, so that μ = 8.0×10⁻¹⁸ A m². Thermal fluctuations and nonuniform magnetization are left out, and the anisotropy comes from shape alone:

A = μ₀M_s²V diag(0.02, 0.08, 0.90), μ₀M_s²V = 8.042×10⁻¹⁸ J.

The last quantity is called the energy scale below. The easy axis is x and the hard axis is z. The applied field is (−0.010, 0.005, 0.020) T, the step is h = 2.0×10⁻¹² s, and the start is m = (0.48, 0.36, 0.80).

With α = 0 the solved step gives

m′ = (0.548818, 0.238124, 0.801309),
m̄ = (0.514409, 0.299062, 0.800654),
B(m̄) = (−0.020343, −0.019052, −0.704415) T.

Subtracting the start from m′ gives Δ = (0.068818, −0.121876, 0.001309). The x component of (1) can be checked directly. The cross product contributes

m̄_yB_z − m̄_zB_y = −0.210664 + 0.015254 = −0.195410 T,

and γh = 0.352172 T⁻¹, so Δ_x = 0.352172 × 0.195410 = 0.068818, as required. For the energy, the three terms of B(m̄)·Δ are

−0.001400 + 0.002322 − 0.000922 = 0.000000 T

to the digits carried. Here m_z does change, and energy is conserved by cancellation among three components. The energy is 2.272455500548×10⁻¹⁸ J both before and after the step. The squared midpoint length is 0.995102, which agrees with 1 − |Δ|²/4.

A separate Newton solution of (1) with 50 digits tests the algebra beyond ordinary rounding. For this A and for a random symmetric matrix, the undamped energy error is at most 5.8×10⁻⁵² of the energy scale, and no length error is visible at the working precision. The damped balance (3) holds to 3.2×10⁻⁵² of the scale.

For this step size q = 0.159. Over random pairs of trial midpoints, for this start spin and α = 0.02, the largest observed contraction ratio was 0.097, below the bound. The gap belongs to this start: for other start spins the ratio comes close to q. The bound guarantees uniqueness for q < 1, that is, for h below 1.26×10⁻¹¹ s. At h = 4.0×10⁻¹¹ s, where q = 3.19, a search from random starting points still found one solution. This agrees with q < 1 being sufficient rather than necessary, but a finite search does not prove uniqueness.

Stopping after two sweeps separates the two iterations. Picard leaves a squared-length error of 3.6×10⁻⁴ and an energy error of 4.1×10⁻⁵ of the scale. The frozen-field iteration leaves a length error at rounding level, 4.4×10⁻¹⁶, but an energy error of 1.3×10⁻⁶ of the scale. Correct length is thus no evidence that the nonlinear solve has finished.

**Long runs and timing**

Over 5000 undamped steps, a duration of 1.0×10⁻⁸ s, the largest midpoint errors are 1.6×10⁻¹⁴ in length and 1.9×10⁻¹⁴ of the scale in energy. These are the remains of finite arithmetic and a finite stopping tolerance. Classical fourth-order Runge–Kutta at the same h, without rescaling, ends with a length error of −2.0×10⁻³ and an energy error of −1.1×10⁻⁴ of the scale. Midpoint needs 9.6 sweeps per step on average, each with one field evaluation, against four evaluations for Runge–Kutta. This comparison concerns conservation at equal h; it does not rank the methods by trajectory error or by cost at equal accuracy.

The order of the midpoint error follows from Taylor expansion about the middle of a step. For a smooth exact solution,

m(t+h) − m(t) = h dm/dt + O(h³),
[m(t+h) + m(t)]/2 = m(t+h/2) + O(h²),

with the derivative taken at t + h/2. Inserting the exact solution into (1) therefore leaves a defect of order h³ per step, and over a fixed duration the error is of order h². Against an accurate solution of the differential equation at 1.0×10⁻¹⁰ s, the undamped error in m is 0.0310, 0.0078 and 0.0020 for steps of 2, 1 and 0.5 ps. The last halving reduces it by a factor 3.99; with α = 0.02 the factor is 4.00.

In the undamped case these errors have a simple geometry. Fixed length and fixed energy confine the numerical spin to the correct energy contour on the sphere. If it stays on the same branch of that contour as the true spin, the remaining error is one of position along the orbit, hence of timing. Where a contour has several separate branches, the conservation laws alone do not forbid a large step from jumping between them.

With α = 0.02, 2000 steps lower the energy from 2.272×10⁻¹⁸ J to 1.57×10⁻¹⁹ J. The change is −2.115844×10⁻¹⁸ J, and summing (3) over all steps gives the same value to the digits shown. The final direction is (0.994, 0.104, 0.023), close to the easy axis.

**Where energy conservation stops**

A time-dependent applied field does work on the spin. Even without damping the continuous law becomes dE/dt = −μm·dB_a/dt, so constant energy is then the wrong thing to expect. Length conservation is unaffected.

A static energy that is not quadratic is a different matter, because the continuous motion does conserve it. Add K m_x⁴ to E, with its field included in B. Write a = m̄_x and d = Δ_x. Then

(a + d/2)⁴ − (a − d/2)⁴ = 2[4a³(d/2) + 4a(d/2)³] = 4a³d + ad³.

The first term is the midpoint gradient times d, which (2) handles as before. The second term is left over, so for α = 0

E(m′) − E(m) = K m̄_x(Δ_x)³.

Since Δ_x is of order h, the defect is of order h³ per step. It can vanish for special motions, for instance when m_x is constant. For K = 1.0×10⁻¹⁸ J, one step from the same start changes the energy by 1.82×10⁻²² J, as the formula predicts when m̄_x and Δ_x are taken from the step that includes the quartic field. Tightening the nonlinear solver cannot remove this change, because it belongs to the exact solution of the midpoint equation. A smaller h reduces it.

This gives a way to diagnose energy drift in an undamped midpoint run with a static field and no rescaling of m. If the energy is quadratic, the drift comes from the solver tolerance, from rounding, or from a torque field that is not −∇E/μ at the unnormalized midpoint. If the energy has higher-order anisotropy, part of the drift can belong to the method itself. The numerical output below gives the values behind these comparisons.

Numbers as computed

```
gamma = 1.760860e+11 1/(s T)
Ms = 8.0e+05 A/m, V = 1.0e-23 m^3, mu = 8.000e-18 A m^2
energy scale mu0 Ms^2 V = 8.042477e-18 J
demagnetizing factors = [0.02 0.08 0.9 ]
applied field (T) = [-0.01   0.005  0.02 ]
time step h = 2.0e-12 s, start m = [0.48 0.36 0.8 ]
50-digit solve, largest errors (energies divided by scale):
  squared length = 0.0
  undamped energy = 5.8e-52
  damped energy balance = 3.2e-52
  quartic defect formula = 6.7e-52
quartic K = 1.0e-18 J: energy change in one step = 1.820055e-22 J
  K mid_x (change_x)^3 = 1.820055e-22 J
One undamped step:
  new m = [0.54881781 0.23812392 0.80130894]
  midpoint = [0.5144089  0.29906196 0.80065447]
  field at midpoint (T) = [-0.0203428  -0.01905199 -0.7044151 ]
  squared midpoint length = 0.99510215
  E before = 2.272455500548e-18 J
  E after  = 2.272455500548e-18 J, sweeps = 10
contraction bound q = 0.15932, largest ratio = 0.09652
step at which q = 1: 1.2553e-11 s
two Picard sweeps: squared-length error = 3.627e-04, energy error/scale = 4.100e-05
two frozen-field sweeps: squared-length error = 4.441e-16, energy error/scale = 1.329e-06
Undamped run: 5000 steps, duration = 1.0e-08 s
  midpoint: max length error = 1.62e-14, max energy error/scale = 1.92e-14
  mean sweeps per step = 9.58
  Runge-Kutta: final length error = -2.0224e-03, energy error/scale = -1.0544e-04
trajectory error at 1.0e-10 s, alpha = 0.0: h=2 ps 3.0996e-02, 1 ps 7.7954e-03, 0.5 ps 1.9518e-03
  last error ratio = 3.994
trajectory error at 1.0e-10 s, alpha = 0.02: h=2 ps 2.5475e-02, 1 ps 6.3823e-03, 0.5 ps 1.5964e-03
  last error ratio = 3.998
Damped run: alpha = 0.02, 2000 steps, duration = 4.0e-09 s
  E start = 2.272456e-18 J, E end = 1.566116e-19 J
  actual change = -2.115844e-18 J, summed formula = -2.115844e-18 J
  max length error = 8.55e-15, max balance error/scale = 2.88e-16
  final m = [0.994301 0.104067 0.023162]
large step h = 4.0e-11 s: q = 3.1864, distinct solutions found = 1
```
